# Equal EOT does not mean equal short-channel control

Take two parallel metal gates at $y=\pm t$ and fill the space between them with one insulator. Imagine the channel as a sheet of vanishing thickness at $y=0$, carrying no charge. If the gates are held at zero potential, a disturbance made at one end of the structure dies away along $x$. Its slowest part is

$$
\psi(x,y)=\cos\!\left(\frac{\pi y}{2t}\right)e^{-\pi x/2t}.
$$

This vanishes on both gates and obeys Laplace's equation, because the two second derivatives are equal and opposite. The decay length is $2t/\pi$. The permittivity has dropped out, and what counts is how far away the gates are.

Now compare two fillings. One has relative permittivity 4 and $t=1$ nm, the other has relative permittivity 20 and $t=5$ nm. The capacitance per area from the sheet to each gate is proportional to permittivity over thickness, so it is the same for both. Yet the decay lengths are 0.64 nm and 3.18 nm. Equal capacitance has left a factor of five in the distance over which an end electrode is felt.

A body of finite thickness softens this contrast. In the model below, with one uniform insulator on each side, it does not remove it.

## The belief and its appeal

The equivalent oxide thickness $T$, or EOT, of a layer with permittivity $e$ and thickness $t$ is the thickness of a reference insulator, of permittivity $e_r$, with the same capacitance:

$$
C=\frac{e}{t}=\frac{e_r}{T},\qquad t=\frac{e}{e_r}T.
$$

Permittivities here are relative to vacuum, so $C$ is in units of $\varepsilon_0$/nm when lengths are in nm. The belief is that two insulators with the same EOT give the gate the same hold on a short channel.

For a long channel the corresponding statement is sound. The field in the insulator is then vertical and uniform, the potential drop across it is the displacement divided by $C$, and no other property of the layer enters.

A simple estimate carries this into the short channel. Let the body occupy $-a<y<a$, with permittivity $e_s$ and a gate stack on each side. Let $\psi$ be the part of the potential caused by the source and drain, and assume a parabolic profile $\psi=\psi_c(x)(1-by^2)$. Laplace's equation on the centre line gives $\psi_c''=2b\psi_c$, so the decay length $\lambda$ satisfies $\lambda^2=1/(2b)$. At $y=a$ the displacement leaving the body is $2e_sba\,\psi_c$. Treating the insulator as a lumped capacitor, we set this equal to $C\psi_c(1-ba^2)$. Hence

$$
b=\frac{C}{2e_sa+Ca^2},\qquad
\lambda_{\rm par}^2=\frac{e_sa}{C}+\frac{a^2}{2}.
$$

The insulator enters through $C$ alone, so EOT seems to settle the matter. But that was put in when the layer was replaced by a capacitor. A capacitor passes flux from one plate to the other; a dielectric layer can also carry it sideways.

## The scale length without the lumped capacitor

Consider a symmetric double-gate transistor in subthreshold, with an undoped body, negligible mobile charge, ideal metal gates and a uniform insulator on each side. The treatment is classical and two-dimensional. Subtract the long-channel potential from the full potential. The remainder $\psi$ vanishes on the gates and obeys Laplace's equation in each material.

Put $\psi=Y(y)e^{\pm kx}$ and define the scale length as $\lambda=1/k$ for the smallest $k$. (Defining it as $\pi/k$ instead would multiply every scale length below by $\pi$.) The slowest mode has no node between the gates, so it is even in $y$. In the upper half,

$$
Y=\cos ky\quad(0<y<a),\qquad
Y=B\sin k(a+t-y)\quad(a<y<a+t).
$$

The second form vanishes at the gate. Continuity of potential and of normal displacement at $y=a$ requires

$$
\cos ka=B\sin kt,\qquad e_sk\sin ka=ekB\cos kt.
$$

Dividing the second equation by the first gives $e_s\tan ka=e\cot kt$, or

$$
\tan ka\,\tan kt=\frac{e}{e_s}.
$$

As $k$ rises from zero to the smaller of $\pi/2a$ and $\pi/2t$, the left side rises from zero to infinity. There is one root in that interval, and it is the lowest. It follows that $\lambda>2t/\pi$ and $\lambda>2a/\pi$. The first bound is the decay length of the opening example, which is recovered as $a\to0$: the factor $\tan ka$ then vanishes, so $\tan kt$ must diverge.

Now hold EOT fixed. Substituting $t=eT/e_r$ and dividing by $e$,

$$
\tan(ka)\,\frac{\tan(keT/e_r)}{e}=\frac{1}{e_s}.
$$

With $z=keT/e_r$, the second factor is $(kT/e_r)(\tan z/z)$. For $0<z<\pi/2$,

$$
\frac{d}{dz}\frac{\tan z}{z}=\frac{2z-\sin2z}{2z^2\cos^2z}>0.
$$

The left side of the fixed-EOT condition therefore increases with $e$ at fixed $k$, and with $k$ at fixed $e$. The right side is constant. If $e$ is raised, $k$ must fall. In this geometry, then, the layer of higher permittivity and equal EOT has the longer scale length, whatever the values of $a$, $T$ and $e_s$.

The failure of the lumped capacitor can also be read from the matching condition. The displacement entering the insulator, divided by the potential at its surface, is

$$
C_{\rm eff}(k)=ek\cot kt=C\,(kt)\cot kt
\simeq C\left[1-\frac{(kt)^2}{3}\right]\quad(kt\ll1).
$$

EOT specifies the limit $k\to0$. The slowest mode has a finite $k$, with $kt<\pi/2$, and for it the layer acts as a smaller capacitance.

## Is lateral flux really the cause?

The thicker layer differs from the thinner one in two ways, permittivity and thickness, so the cause needs to be isolated. Let the insulator, and nothing else, have separate lateral and vertical permittivities $e_x$ and $e_y$. EOT is set by the vertical one, $C=e_y/t$. In the insulator the mode equation becomes

$$
e_yY''+k^2e_xY=0,
$$

with solution $B\sin q(a+t-y)$ and $q=k\sqrt{e_x/e_y}$. The same matching now gives

$$
e_sk\tan ka=e_yq\cot qt=C\,(qt)\cot qt,
\qquad
(qt)^2=\frac{k^2e_xt^2}{e_y}=\frac{k^2e_xt}{C}.
$$

For a given body and EOT, the layer affects $\lambda$ only through the product $e_xt$, which measures how readily it carries displacement sideways. Since $z\cot z$ falls as $z$ rises, a larger $e_xt$ gives a longer $\lambda$. If $e_x\to0$, then $(qt)\cot qt\to1$ and

$$
k_0\tan k_0a=\frac{C}{e_s}.
$$

With lateral flux in the insulator switched off, EOT does determine the scale length, however thick the layer. The belief is true of that hypothetical material. In an isotropic layer $e_xt=et=e^2T/e_r$, so at fixed EOT the sideways path grows as the square of the permittivity.

How strongly does a given layer feel this? Write the mode equation for the whole stack as $-(e_yY')'=k^2e_xY$, with $e_x=e_y=e_s$ in the body. Multiply by $Y$ and integrate from the centre to the gate. The boundary terms vanish because $Y'(0)=0$ and $Y(a+t)=0$, leaving

$$
\lambda^2=\frac{\int e_xY^2\,dy}{\int e_yY'^2\,dy}.
$$

A small change $\delta Y$ does not alter this ratio to first order: integration by parts gives $\int e_yY'\delta Y'\,dy=k^2\int e_xY\delta Y\,dy$, so the changes of numerator and denominator cancel. The derivative with respect to the insulator's $e_x$ thus comes from its explicit appearance in the numerator:

$$
\frac{d\ln\lambda}{d\ln e_x}=\frac{w}{2},\qquad
w=\frac{\int_{\rm ins}e_xY^2\,dy}{\int e_xY^2\,dy}.
$$

The lateral field of the mode is proportional to $kY$, so $w$ is the insulator's share of the mode's lateral field energy.

## Two layers with an EOT of 1 nm

Take round model parameters: $a=3$ nm, $e_s=12$, $e_r=4$ and $T=1$ nm, so $C=4\,\varepsilon_0$/nm. Layer A has $e=4$ and $t=1$ nm. Layer B has $e=20$ and $t=5$ nm. The mode conditions are

$$
\text{A: }\tan(3k)\tan(k)=\tfrac13,\qquad
\text{B: }\tan(3k)\tan(5k)=\tfrac53,
$$

with $k$ in nm$^{-1}$. Solving for the lowest roots numerically gives

| | A | B |
|---|---:|---:|
| $k$ (nm$^{-1}$) | 0.2839 | 0.2247 |
| $\lambda$ (nm) | 3.52 | 4.45 |
| $C_{\rm eff}/C$ | 0.973 | 0.539 |
| $w$ | 0.020 | 0.441 |

The scale length of B is longer by a factor $4.45/3.52=1.26$. For its slowest mode, B offers little more than half the capacitance that its EOT promises, and it holds 44% of the lateral field energy. In A that share is 2%.

The parabolic estimate gives $\sqrt{12\times3/4+9/2}=3.67$ nm for both. That is 4% above the value for A and 17% below the value for B. Agreement with the thin layer is no evidence that the estimate will serve for the thick one.

Removing lateral flux gives $\lambda_0=1/k_0=3.49$ nm for either thickness. An intermediate case separates thickness from lateral flux. Give B a lateral permittivity of 4, keeping its vertical permittivity at 20. Then $e_xt=20$ nm and $\lambda$ falls from 4.45 to 3.67 nm, although neither thickness nor EOT has changed. A layer 1 nm thick with $e_y=4$ and $e_x=20$ has the same product and the same $\lambda$.

A uniform layer like B shows the effect at its clearest. Many real gate stacks have a thin oxide between the body and the high-permittivity layer, and this reduces the difference. With 0.5 nm of permittivity 4 next to the body and 2.5 nm of permittivity 20 beyond it, the EOT is still 1 nm, but $\lambda$ is 3.64 nm, only 3% above the value for A.

## When EOT is good enough

For a thin layer the error can be found by expansion. Use $C_{\rm eff}\simeq C[1-(k_0t)^2/3]$ in $e_sk\tan ka=C_{\rm eff}$, and write $k=k_0(1-\delta)$. The logarithmic derivative of the left side is

$$
\frac{d\ln(k\tan ka)}{d\ln k}
=1+\frac{ka}{\sin ka\cos ka}
=1+\frac{2ka}{\sin2ka}.
$$

Equating the fractional decreases of the two sides gives, to leading order,

$$
\frac{\lambda-\lambda_0}{\lambda_0}\simeq\delta
=\frac{(k_0t)^2}{3\left(1+2k_0a/\sin2k_0a\right)}.
$$

For A, $k_0t=0.287$ and the formula predicts an increase of 1.00%; the full mode condition gives 1.01%. EOT is a good guide there because the layer is thin compared with the decay length. For B, $k_0t=1.43$, and the expansion has no claim to validity.

The opposite limit is a very high permittivity at fixed EOT. Then $t$ is large and $k<\pi/2t$ is small, so $\tan ka\simeq ka$ and $\tan kt\simeq e/(e_ska)$ is large. Writing $kt=\pi/2-\eta$ gives $\eta\simeq e_ska/e$. With $k\simeq\pi/2t$ in this small term,

$$
\lambda\simeq\frac{2t}{\pi}\left(1+\frac{e_sa}{et}\right).
$$

The scale length approaches that of the opening example and grows in proportion to the physical thickness. For the extreme model case $e=400$, $t=100$ nm, still with an EOT of 1 nm, the correction is $36/40000=0.0009$, and the numerical mode gives the same excess over $2t/\pi$.

## What the drain does to the barrier

A scale length matters because it governs how far the drain reaches. Let the channel have length $L=20$ nm, with the source at $x=0$ and the drain at $x=L$. At small drain bias the barrier top on the centre line is at $x=L/2$, by symmetry. Its displacement along $x$ does not change its height to first order, because the potential is stationary there. The first-order change in height per volt on the drain is thus the response $u$ at that point.

This response vanishes on the gates and at the source. At the drain face, take $u=g(y)$, with $g=1$ across the body and a linear fall to zero across the insulator. The linear fall is a model of the region between drain and gate edge. The modes are orthogonal with weight $e(y)$, the local permittivity, so the slowest one has amplitude

$$
A=\frac{\int e\,gY\,dy}{N},\qquad N=\int eY^2\,dy,
$$

with integrals over the upper half. Replace $eY$ in the numerator by $-(eY')'/k^2$ and integrate by parts. The boundary terms vanish, since $Y'=0$ at the centre and $g=0$ at the gate. The derivative $g'$ is $-1/t$ in the insulator and zero in the body, so

$$
\int e\,gY\,dy=\frac{1}{k^2}\int e\,g'Y'\,dy
=\frac{e}{k^2t}\,[Y(a)-Y(a+t)]
=\frac{C\cos ka}{k^2}.
$$

The factor along the channel is $\sinh(kL/2)/\sinh(kL)=1/[2\cosh(kL/2)]$. Keeping the slowest mode and using $Y(0)=1$,

$$
u(L/2,0)\simeq\frac{A}{2\cosh(kL/2)},\qquad
A=\frac{C\cos ka}{k^2N}.
$$

Evaluating $N$ from the two mode profiles gives $A=1.125$ for A and $1.114$ for B. The responses are

$$
\text{A: }\frac{1.125}{2\cosh2.839}=0.0656,\qquad
\text{B: }\frac{1.114}{2\cosh2.247}=0.116,
$$

or 66 and 116 mV per volt. A two-dimensional finite-element solution of Laplace's equation with the same boundary values also gives 66 and 116 mV/V. At equal EOT and equal channel length, and with this drain-face profile, the drain moves the barrier about 1.8 times as much in B.

For this profile the amplitudes are nearly equal, so the difference comes mainly from the decay. To bring B back to the response of A, the formula requires a channel of 25.2 nm instead of 20 nm. Simple scaling with $\lambda$ would give $20\times1.263=25.3$ nm. Another potential profile at the drain face would change $A$, but not $k$, which was fixed by the stack before the end faces were considered.

The change in $A$ can be large for a thick insulator. Suppose the face potential were 1 across the body and zero throughout the insulator. The amplitudes would then be 1.09 for A and 0.60 for B, and at $L=20$ nm both responses, with the higher modes included, would be about 64 mV per volt. The scale length tells how fast the response falls as the channel is lengthened. Its size at one given length also depends on how the drain is built.

## What does not follow

None of this says that high permittivity harms a transistor. At fixed physical thickness the comparison runs the other way. In $\tan ka\tan kt=e/e_s$, raising $e$ then changes the right side alone, so $k$ rises and $\lambda$ falls. For $t=5$ nm, going from $e=4$ to $e=20$ shortens $\lambda$ from 7.49 to 4.45 nm. The EOT has fallen from 5 nm to 1 nm, and control has improved.

Even this gain has a floor: at $t=5$ nm no permittivity can bring $\lambda$ down to $2t/\pi=3.18$ nm. A thick layer may be wanted for other reasons, such as limiting tunnelling, but its short-channel cost has to be found from $e$ and $t$ separately. Their ratio fixes the capacitance for a uniform field; the lateral field also responds to their product.

All numerical values are calculated from the stated model.
